# Longitudinal Diffusion of Ions Under Cold-Gas Resonant Charge Exchange: test program

```python
"""Longitudinal diffusion of ions in their cold parent gas.

Result under test: v_d = sqrt(2 a L / pi),  D_L = (4/pi - 1) L v_d / 2
a   : acceleration eE/m        L   : constant charge-exchange mean free path
v_d : drift velocity           D_L : half the growth rate of Var(position)
Every exchange restarts the ion at rest. Scaled units have a = L = 1, so the
time unit is sqrt(L/a), the speed unit sqrt(a L), the diffusion unit L sqrt(a L).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

V_FORMULA = np.sqrt(2 / np.pi)
D_FORMULA = (4 / np.pi - 1) * V_FORMULA / 2


def flight_statistics(slope=0.0):
    """Moments of one flight; cross section ~ (1 - slope*ln(x))**2."""
    def density(t):
        x = t * t / 2
        root = 1 - slope * np.log(x)
        depth = x * (root**2 + 2 * slope * root + 2 * slope**2)
        return t * root**2 * np.exp(-depth)

    def mean(func):
        return quad(lambda t: func(t * t / 2, t) * density(t), 0, 12,
                    epsabs=1e-11, epsrel=1e-10, limit=300)[0]

    assert abs(mean(lambda x, t: 1.0) - 1) < 1e-7
    mx, mt = mean(lambda x, t: x), mean(lambda x, t: t)
    drift = mx / mt
    var_x = mean(lambda x, t: (x - mx)**2)
    cov = mean(lambda x, t: (x - mx) * (t - mt))
    var_t = mean(lambda x, t: (t - mt)**2)
    diff = mean(lambda x, t: (x - drift * t)**2) / (2 * mt)
    return drift, diff, mt, var_x, 2 * drift * cov, drift**2 * var_t


def pole_and_prefactor(q):
    """Growth rate s and log prefactor of <exp(q X)> for ions born at rest."""
    def integral(power, s):
        return quad(lambda t: t**power * np.exp(-(1 - q) * t * t / 2 - s * t),
                    0, 14, epsabs=1e-13, epsrel=1e-12, limit=300)[0]
    guess = V_FORMULA * q
    s = brentq(lambda z: integral(1, z) - 1, guess - 0.05, guess + 0.05,
               xtol=1e-14)
    return s, np.log(integral(0, s) / integral(2, s))


def kinetic_grid(accel, h, vmax):
    """Discretized kinetic equation: drift, velocity variance, diffusion."""
    v = np.arange(0, vmax, h)
    n = len(v)
    up = np.full(n, accel / h)
    up[-1] = 0
    op = np.zeros((n, n))
    op[np.arange(1, n), np.arange(n - 1)] = up[:-1]
    op[0] += v
    op[np.arange(n), np.arange(n)] -= up + v
    op[-1] = 1.0                       # norm replaces one redundant equation
    rhs = np.zeros(n)
    rhs[-1] = 1
    f = np.linalg.solve(op, rhs)
    drift = v @ f
    rhs = (v - drift) * f
    rhs[-1] = 0
    correction = np.linalg.solve(op, rhs)
    return np.array([drift, v**2 @ f - drift**2, -v @ correction]), v, f


def swarm(theta, elastic, times, n, rng):
    """3D ion swarm, null-collision method; theta = kT/(eEL).

    elastic = isotropic elastic / charge-exchange cross section.
    Relative speeds above gmax are so rare that their capped rate is harmless.
    """
    gmax = 5.5
    bound = gmax * (1 + elastic)
    pos, vel, clock = np.zeros((3, n)), np.zeros((3, n)), np.zeros(n)
    snapshots = []
    for end in times:
        hit = np.ones(n, bool)
        while hit.any():
            step, left = rng.exponential(1 / bound, n), end - clock
            hit = step < left
            dt = np.minimum(step, left)
            pos += vel * dt
            pos[0] += dt * dt / 2
            vel[0] += dt
            clock += dt
            atom = np.sqrt(theta) * rng.standard_normal((3, n))
            g = np.sqrt(((vel - atom)**2).sum(axis=0))
            r = bound * rng.random(n)
            swap = hit & (r < g)
            if elastic > 0:
                k = np.flatnonzero(hit & (r >= g) & (r < (1 + elastic) * g))
                way = rng.standard_normal((3, len(k)))
                way /= np.sqrt((way**2).sum(axis=0))
                vel[:, k] = (vel[:, k] + atom[:, k] + g[k] * way) / 2
            vel[:, swap] = atom[:, swap]
        snapshots.append(pos.copy())
    return snapshots


def batch_var(z):
    return z.reshape(50, -1).var(axis=1, ddof=1)


def swarm_result(snaps, times):
    span = times[1] - times[0]
    drift = (snaps[1][0].mean() - snaps[0][0].mean()) / span
    dl = (batch_var(snaps[1][0]) - batch_var(snaps[0][0])) / (2 * span)
    dt = sum(batch_var(snaps[1][i]) - batch_var(snaps[0][i])
             for i in (1, 2)) / (4 * span)
    return drift, dl.mean(), dl.std(ddof=1) / np.sqrt(50), dt.mean()


# Single-flight moments by quadrature
v_q, d_q, t_q, var_x, cross, var_t = flight_statistics()
assert abs(v_q / V_FORMULA - 1) < 1e-7
assert abs(d_q / D_FORMULA - 1) < 1e-6
assert abs(t_q - np.sqrt(np.pi / 2)) < 1e-7
assert abs(var_x - 1) < 1e-6 and abs(cross - 1) < 1e-6
assert abs(var_t - (4 / np.pi - 1)) < 1e-6

# Long-time growth from the pole of the renewal equation
q = 0.02
(s_p, a_p), (s_m, a_m) = pole_and_prefactor(q), pole_and_prefactor(-q)
v_pole, d_pole = (s_p - s_m) / (2 * q), (s_p + s_m) / (2 * q * q)
offset = (a_p + a_m) / q**2
assert abs(v_pole / V_FORMULA - 1) < 2e-3      # finite-difference error ~ q^2
assert abs(d_pole / D_FORMULA - 1) < 5e-3

# Kinetic equation on a speed grid, extrapolated to zero spacing
coarse = kinetic_grid(1.0, 0.01, 7.0)[0]
fine, v_grid, f_grid = kinetic_grid(1.0, 0.005, 7.0)
v_kin, var_kin, d_kin = 2 * fine - coarse
half_gauss = np.sqrt(2 / np.pi) * np.exp(-v_grid**2 / 2)
assert np.max(np.abs(f_grid / 0.005 - half_gauss)) < 0.01
assert abs(v_kin / V_FORMULA - 1) < 1e-3
assert abs(var_kin / (1 - 2 / np.pi) - 1) < 3e-3
assert abs(d_kin / D_FORMULA - 1) < 3e-3
strong = 2 * kinetic_grid(3.0, 0.01, 12.0)[0] - kinetic_grid(3.0, 0.02, 12.0)[0]
power_v = np.log(strong[0] / v_kin) / np.log(3)
power_d = np.log(strong[2] / d_kin) / np.log(3)
assert abs(power_v - 0.5) < 2e-3 and abs(power_d - 0.5) < 5e-3
d_einstein = var_kin * power_v * v_kin
assert abs(d_einstein / ((1 - 2 / np.pi) * V_FORMULA / 2) - 1) < 1e-2

# Example: Ar+ in argon; cross sections and Townsend data are rough values
pressure, temp, field, gap = 1.0, 300.0, 400.0, 0.2   # Torr, K, V/cm, cm
sigma, elastic_ratio, fall_decade = 5e-15, 0.5, 0.08  # cm2, ratio, fraction
mass = 39.948 * const.atomic_mass - const.m_e
density = pressure * const.torr / (const.k * temp) * 1e-6
mfp = 1 / (density * sigma)
energy = field * mfp                                  # eV gained per mean path
speed_unit = np.sqrt(const.e * energy / mass) * 100   # cm/s
diff_unit = mfp * speed_unit
v_d, d_l = V_FORMULA * speed_unit, D_FORMULA * diff_unit
transit = gap / v_d
width = np.sqrt(2 * d_l * transit)
thermal = const.k * temp / const.e
theta = thermal / energy
paths = gap / mfp

# Particle swarms: cold limit tests the result, the others size omissions
rng = np.random.default_rng(20)
times, n_ions = (10.0, 40.0), 50000
cold = swarm(0.0, 0.0, times, n_ions, rng)
v_c, d_c, e_c, dt_c = swarm_result(cold, times)
assert abs(v_c / V_FORMULA - 1) < 5e-3
assert e_c < 0.02 * D_FORMULA and abs(d_c - D_FORMULA) < 4 * e_c
assert dt_c == 0
early = batch_var(cold[0][0])
early_error = early.std(ddof=1) / np.sqrt(50)
assert abs(early.mean() - 2 * D_FORMULA * times[0] - offset) < 4 * early_error
warm = swarm_result(swarm(theta, 0.0, times, n_ions, rng), times)
full = swarm_result(swarm(theta, elastic_ratio, times, n_ions, rng), times)

# Arrival times at fixed planes: collisions are Poisson points along the path
lengths = rng.exponential(1.0, (40000, 100))
ends = np.cumsum(lengths, axis=1)
assert ends[:, -1].min() > paths


def arrival(distance):
    flown = np.clip(distance - (ends - lengths), 0, lengths)
    return np.sqrt(2 * flown).sum(axis=1)


near, far = arrival(12.0), arrival(paths)
arrival_rate = (far.var() - near.var()) / (paths - 12.0)
assert abs(arrival_rate / ((4 / np.pi - 1) / V_FORMULA**2) - 1) < 0.05
arrival_ns = far.std() * mfp / speed_unit * 1e9

# Remaining omissions
slope = fall_decade / np.log(10)
v_log, d_log = flight_statistics(slope)[:2]
town_a, town_b, gamma = 12.0, 180.0, 0.1   # 1/(cm Torr), V/(cm Torr), yield
alpha = town_a * pressure * np.exp(-town_b * pressure / field)
feedback = gamma * (np.exp(alpha * gap) - 1)
assert feedback < 1
sheet = 2 * const.epsilon_0 * 0.01 * field * 100 / const.e * 1e-4

print("SCALED RESULTS (a = mean free path = 1)")
print(f"drift velocity, formula            {V_FORMULA:.5f}")
print(f"drift velocity, kinetic grid       {v_kin:.5f}")
print(f"D_L, formula                       {D_FORMULA:.5f}")
print(f"D_L, flight quadrature             {d_q:.5f}")
print(f"D_L, renewal pole                  {d_pole:.5f}")
print(f"D_L, kinetic grid                  {d_kin:.5f}")
print(f"D_L, cold particle swarm           {d_c:.5f} +- {e_c:.5f}")
print(f"D_L/(mean free path * v_d)         {D_FORMULA/V_FORMULA:.5f}")
print(f"Var x                              {var_x:.5f}")
print(f"2 v_d Cov(x,t)                     {cross:.5f}")
print(f"v_d^2 Var t                        {var_t:.5f}")
print(f"D_L without correlation / true     {(var_x+var_t)/var_t:.3f}")
print(f"Einstein-relation D_L / true       {d_einstein/d_kin:.3f}")
print(f"field exponent of v_d, of D_L      {power_v:.4f}, {power_d:.4f}")
print(f"constant offset of variance        {offset:.4f}")
print("EXAMPLE: Ar+ in argon")
print(f"pressure                           {pressure:.1f} Torr")
print(f"gas temperature                    {temp:.0f} K")
print(f"field                              {field:.0f} V/cm")
print(f"gap                                {gap:.2f} cm")
print(f"charge-exchange cross section      {sigma:.1e} cm2 (rough)")
print(f"ion mass                           {mass:.4e} kg")
print(f"gas density                        {density:.3e} cm^-3")
print(f"reduced field E/n                  {field/density*1e17:.0f} Td")
print(f"mean free path                     {mfp*1e4:.2f} um")
print(f"gap / mean free path               {paths:.2f}")
print(f"energy gained per mean free path   {energy:.3f} eV")
print(f"drift velocity                     {v_d:.4e} cm/s")
print(f"drift velocity, converted          {v_d/100:.1f} m/s")
print(f"D_L                                {d_l:.2f} cm2/s")
print(f"D_L, converted                     {d_l*1e-4:.5f} m2/s")
print(f"transit time                       {transit*1e6:.4f} us")
print(f"pulse width (standard deviation)   {width*1e4:.1f} um")
print(f"arrival spread, formula            {width/v_d*1e9:.1f} ns")
print(f"arrival spread, simulated          {arrival_ns:.1f} ns")
print("EFFECTS LEFT OUT")
print(f"thermal energy kT                  {thermal:.5f} eV")
print(f"kT / energy per mean free path     {theta:.5f}")
print(f"warm gas: v_d                      {warm[0]*speed_unit:.3e} cm/s")
print(f"warm gas: D_L                      {warm[1]*diff_unit:.1f} +- "
      f"{warm[2]*diff_unit:.1f} cm2/s")
print(f"warm gas: transverse D             {warm[3]*diff_unit:.2f} cm2/s")
print(f"elastic/exchange cross section     {elastic_ratio:.2f} (rough)")
print(f"warm + elastic: v_d                {full[0]*speed_unit:.3e} cm/s")
print(f"warm + elastic: D_L                {full[1]*diff_unit:.1f} +- "
      f"{full[2]*diff_unit:.1f} cm2/s")
print(f"warm + elastic: transverse D       {full[3]*diff_unit:.1f} cm2/s")
print(f"fall of sqrt(sigma) per decade     {fall_decade*100:.0f} % (rough)")
print(f"falling sigma: v_d change          {(v_log/V_FORMULA-1)*100:+.2f} %")
print(f"falling sigma: D_L change          {(d_log/D_FORMULA-1)*100:+.2f} %")
print(f"start-up offset / pulse variance   "
      f"{offset*mfp**2/width**2*100:+.2f} %")
print(f"gap voltage                        {field*gap:.0f} V")
print(f"Townsend A, B (rough)              {town_a:.0f} /(cm Torr), "
      f"{town_b:.0f} V/(cm Torr)")
print(f"secondary electron yield (rough)   {gamma:.2f}")
print(f"Townsend feedback (breakdown at 1) {feedback:.3f}")
print(f"ion sheet giving 1 % of field      {sheet:.2e} cm^-2")
print("no test failed")
```

It prints:

```
SCALED RESULTS (a = mean free path = 1)
drift velocity, formula            0.79788
drift velocity, kinetic grid       0.79789
D_L, formula                       0.10901
D_L, flight quadrature             0.10901
D_L, renewal pole                  0.10901
D_L, kinetic grid                  0.10901
D_L, cold particle swarm           0.10785 +- 0.00104
D_L/(mean free path * v_d)         0.13662
Var x                              1.00000
2 v_d Cov(x,t)                     1.00000
v_d^2 Var t                        0.27324
D_L without correlation / true     4.660
Einstein-relation D_L / true       1.330
field exponent of v_d, of D_L      0.5000, 0.5000
constant offset of variance        -0.2468
EXAMPLE: Ar+ in argon
pressure                           1.0 Torr
gas temperature                    300 K
field                              400 V/cm
gap                                0.20 cm
charge-exchange cross section      5.0e-15 cm2 (rough)
ion mass                           6.6334e-26 kg
gas density                        3.219e+16 cm^-3
reduced field E/n                  1243 Td
mean free path                     62.13 um
gap / mean free path               32.19
energy gained per mean free path   2.485 eV
drift velocity                     1.9549e+05 cm/s
drift velocity, converted          1954.9 m/s
D_L                                165.95 cm2/s
D_L, converted                     0.01659 m2/s
transit time                       1.0231 us
pulse width (standard deviation)   184.3 um
arrival spread, formula            94.3 ns
arrival spread, simulated          92.9 ns
EFFECTS LEFT OUT
thermal energy kT                  0.02585 eV
kT / energy per mean free path     0.01040
warm gas: v_d                      1.905e+05 cm/s
warm gas: D_L                      172.5 +- 1.4 cm2/s
warm gas: transverse D             12.43 cm2/s
elastic/exchange cross section     0.50 (rough)
warm + elastic: v_d                1.706e+05 cm/s
warm + elastic: D_L                115.9 +- 0.8 cm2/s
warm + elastic: transverse D       31.2 cm2/s
fall of sqrt(sigma) per decade     8 % (rough)
falling sigma: v_d change          -0.66 %
falling sigma: D_L change          +13.32 %
start-up offset / pulse variance   -2.81 %
gap voltage                        80 V
Townsend A, B (rough)              12 /(cm Torr), 180 V/(cm Torr)
secondary electron yield (rough)   0.10
Townsend feedback (breakdown at 1) 0.362
ion sheet giving 1 % of field      4.42e+06 cm^-2
no test failed
```
